# Finite-size energy of logarithmically interacting charges in a square periodic cell, part 2

The problem is to find how the energy of a charged system computed in a periodic cell differs from that of the same system in isolation. Two charges $q_1$ and $q_2$ at separation $r$ have the energy $-g\,q_1q_2\ln(r/\ell)$. The length unit $\ell$, the charge unit $e$ and the coupling $g$ are set to one in the equations, so that $\ln L$ means $\ln(L/\ell)$ and energies are in units of $g$. A smooth density $\rho(\mathbf r)$ has the moments

$$
q=\int\rho\,d^2r,\qquad
\mathbf p=\int\rho\,\mathbf r\,d^2r,\qquad
Q=\int\rho\,r^2\,d^2r ,
$$

with $p^2=\mathbf p\cdot\mathbf p$. Its isolated energy is

$$
E_{\rm iso}=-\frac12\int\!\!\int
\rho(\mathbf r)\rho(\mathbf r')\ln|\mathbf r-\mathbf r'|
\,d^2r\,d^2r'.
$$

The density is repeated at the vectors $\mathbf R$ of a square lattice with side $L$ and area $A=L^2$, and a uniform background of density $-q/A$ makes each cell neutral. The periodic potential of a unit charge with its share of background is

$$
\psi(\mathbf r)=\sum_{\mathbf G\ne0}
\frac{2\pi}{A G^2}e^{i\mathbf G\cdot\mathbf r},
$$

where $\mathbf G=(2\pi/L)(m,n)$ with integers $m$ and $n$. It has zero average over the cell, and its periodicity makes the average field zero. The energy per cell is

$$
E_{\rm per}=\frac12\int\!\!\int
\rho(\mathbf r)\rho(\mathbf r')\psi(\mathbf r-\mathbf r')
\,d^2r\,d^2r' .
$$

Primes on densities denote evaluation at $\mathbf r'$. Expanding $\psi$ at separations below $L$ gave, for a frozen density, the boxed result of the first half:

$$
\boxed{
E_{\rm per}-E_{\rm iso}
=\frac{q^2}{2}\ln L+\frac{c_0q^2}{2}
+\frac{\pi}{2A}(qQ-p^2)+O(L^{-4}) } .
$$

Here $c_0=-1.3105329259$ is a pure number for the square lattice. The three terms shown are the three leading terms: the logarithm, the constant and the area term. The order of the remainder, and the higher orders below, hold for compact densities and for tails that fall faster than any power, such as Gaussians.

## Higher order, boundary conditions, relaxation and a worked example

A density $\rho$ with charge $q$, dipole $\mathbf p$ and second moment $Q=\int\rho r^2d^2r$ is repeated on a square lattice of side $L$ and area $A=L^2$, with a uniform neutralizing background and zero average field. Charges interact by $-\ln r$; lengths are in the unit $\ell$, charges in the unit $e$ and energies in the coupling $g$. The periodic potential of a unit charge is, with $z=x+iy$,

$$
\psi=-\ln r+\ln L+c_0+\frac{\pi r^2}{2A}
+\frac{a_4}{L^4}\operatorname{Re}z^4+O(L^{-8}),
$$

where $c_0=-1.3105329$ and $a_4=0.787803$. With $S=qQ-p^2$, the energy difference for a frozen density is

$$
E_{\rm per}-E_{\rm iso}
=\frac{q^2}{2}(\ln L+c_0)+\frac{\pi S}{2A}+O(L^{-4}).
$$

The first omitted term follows from the quartic part of $\psi$. Let $M_n=\int\rho z^n\,d^2r$, so that $M_0=q$. The binomial expansion of $(z-z')^4$ has coefficients $1,-4,6,-4,1$, and

$$
\int\!\!\int\rho\rho'(z-z')^4d^2r\,d^2r'
=2qM_4-8M_1M_3+6M_2^2 .
$$

Multiplication by one half and by $a_4/L^4$ gives

$$
\Delta E_4=\frac{a_4}{L^4}
\operatorname{Re}\left(qM_4-4M_1M_3+3M_2^2\right).
$$

The next harmonic allowed by the square lattice is $\operatorname{Re}z^8$. After $\Delta E_4$ is included, the error for a frozen density is therefore of order $L^{-8}$. For a system with neither charge nor dipole, the three leading terms vanish, and the finite-size energy starts with $3a_4\operatorname{Re}M_2^2/L^4$, an interaction between quadrupoles.

The separate values of $Q$ and $p^2$ depend on the origin, but $S$ does not. If the density is displaced by $\mathbf b$, the moments become

$$
\mathbf p_{\rm new}=\mathbf p+q\mathbf b,
\qquad
Q_{\rm new}=Q+2\mathbf b\cdot\mathbf p+qb^2 .
$$

Then $qQ_{\rm new}$ exceeds $qQ$ by $2q\mathbf b\cdot\mathbf p+q^2b^2$, and $p_{\rm new}^2$ exceeds $p^2$ by the same amount. For $q\ne0$ one may choose the charge centre $\mathbf p/q$ as origin. The dipole is then zero, and the area term reduces to $\pi qQ_{\rm c}/(2A)$, where $Q_{\rm c}=Q-p^2/q$ is the second moment about that centre. At any other origin the term in $p^2$ must be kept.

For $q=0$ the dipole does not depend on the origin, and the area term is $-\pi p^2/(2A)$. Its value depends on the boundary condition. Suppose that the lattice is built as a large circular cluster in vacuum, and consider the energy of the central cell with its images, again with a factor one half. The images act through

$$
H(\mathbf d)=-\sum_{\mathbf R\ne0}\ln|\mathbf d+\mathbf R|,
$$

where $\mathbf d$ is a separation inside the cell and the sum covers the cluster. For $|\mathbf d|<L$ this function is harmonic, because no background is present. It has the symmetry of the square, so it contains a constant and harmonics of order four, eight and so on. The constant does not act on a neutral density. There is thus no term in $p^2/A$ for the circular cluster.

The difference between the two arrangements is the energy of a uniform field. The cluster has polarization $\mathbf P=\mathbf p/A$. Represent it by two discs of charge density $+\sigma$ and $-\sigma$, displaced by $\boldsymbol\delta$, with $\mathbf P=\sigma\boldsymbol\delta$. Inside a uniform disc, the flux condition $2\pi rE=2\pi\sigma\pi r^2$ gives the field $\pi\sigma\mathbf r$ about its centre. Adding the two discs gives

$$
\mathbf E=\pi\sigma\left(\mathbf r-\frac{\boldsymbol\delta}{2}\right)
-\pi\sigma\left(\mathbf r+\frac{\boldsymbol\delta}{2}\right)
=-\pi\mathbf P .
$$

The field is produced by the dipoles themselves, so the energy assigned to one of them is $-\tfrac12\mathbf p\cdot\mathbf E=\pi p^2/(2A)$. This depolarization energy cancels the term $-\pi p^2/(2A)$ that belongs to zero average field. A periodic calculation that omits $\mathbf G=0$ has no depolarization field and needs the boxed result of the first half as it stands.

The density has been held frozen so far. Suppose instead that it can respond, and describe the response first by one coordinate $x$. Let the isolated total energy, including any mechanical energy, have its minimum at $x_0$ with curvature $K>0$. Placing the system in the periodic cell adds the energy $W(x)$. The logarithm and the constant in $W$ do not depend on $x$, because the charge is fixed. The slope at $x_0$ is therefore

$$
F=W'(x_0)=\frac{\pi}{2A}\frac{dS}{dx}\bigg|_{x_0}+O(L^{-4}).
$$

For a small displacement $u$, the energy changes by $\tfrac12Ku^2+Fu$ to leading order. The minimum lies at $u=-F/K$, and relaxation lowers the energy by

$$
\Delta E_{\rm relax}=-\frac{F^2}{2K}.
$$

Since $F$ is of order $L^{-2}$, this energy is of order $L^{-4}$. The three leading terms therefore remain correct when the moments are those of the relaxed isolated system, but the coefficient of $L^{-4}$ changes. With several coordinates, $K$ becomes a matrix, $F$ a vector, and the same minimization gives $-\tfrac12F^{\mathsf T}K^{-1}F$, provided $K$ is positive definite. A free system has no stiffness against rigid translation or rotation, so these coordinates must be left out of $K$ and $F$. Translation does not change the periodic energy. Rotation leaves $S$ unchanged but alters $\Delta E_4$, so a system free to turn can rotate through a finite angle and gain a further energy of order $L^{-4}$ that this formula does not contain. The three leading terms are unaffected.

This argument needs a compact system with finite stiffness. If a polarizable medium fills the cell, there is matter at distances $r$ of order $L$, where the potential $\pi qr^2/(2A)$ is no longer small. The response then cannot be treated as a correction of order $L^{-4}$.

A dimensionless model shows the size of the terms. It consists of three Gaussian charges. Each has the density

$$
\rho_i(\mathbf r)=\frac{c_i}{2\pi s_i^2}
\exp\!\left(-\frac{|\mathbf r-\mathbf r_i|^2}{2s_i^2}\right),
$$

with the following parameters:

| $c_i$ ($e$) | $x_i$ ($\ell$) | $y_i$ ($\ell$) | $s_i$ ($\ell$) |
|---:|---:|---:|---:|
| 2.0 | 0.8 | 0.2 | 0.5 |
| −1.5 | −0.9 | 0.5 | 0.6 |
| 0.5 | 0.1 | −1.0 | 0.4 |

The total charge is $q=1\,e$. The dipole components are

$$
p_x=1.60+1.35+0.05=3.00,
\qquad
p_y=0.40-0.75-0.50=-0.85,
$$

in units of $e\ell$, so $p^2=9.7225\,e^2\ell^2$. A Gaussian has variance $s_i^2$ along each axis and contributes $c_i(r_i^2+2s_i^2)$ to the second moment:

$$
Q=2(0.68+0.50)-1.5(1.06+0.72)+0.5(1.01+0.32)=0.355
$$

in units of $e\ell^2$. Hence $S=0.3550-9.7225=-9.3675\,e^2\ell^2$. If the whole density is displaced by $(1.5,-0.5)\,\ell$, then $Q$ becomes $12.7050\,e\ell^2$ and $p^2$ becomes $22.0725\,e^2\ell^2$, while $S$ stays at $-9.3675\,e^2\ell^2$. Here the dipole contribution dominates $S$ at the original origin.

The isolated energy needs the interaction of two Gaussians. The difference between a position drawn from one and a position drawn from the other is itself Gaussian, with variance $t=s_i^2+s_j^2$ along each axis. Their interaction per unit charges is thus the potential $\Phi$ of one Gaussian charge of variance $t$ at the distance $d$ between the centres. The charge enclosed within radius $r$ is $1-e^{-r^2/(2t)}$, so the field is this quantity divided by $r$. Integrating inward, with $\Phi\to-\ln d$ at large distance, gives

$$
\Phi(d,t)=-\ln d-\int_d^\infty\frac{e^{-r^2/(2t)}}r\,dr
=-\ln d-\frac12E_1\!\left(\frac{d^2}{2t}\right),
$$

where $E_1(u)=\int_u^\infty e^{-v}dv/v$. At small $u$, $E_1(u)=-\gamma-\ln u+O(u)$, with $\gamma$ Euler's constant. The logarithms of $d$ cancel, and $\Phi(0,t)=\tfrac12[\gamma-\ln(2t)]$. Summing $\tfrac12c_ic_j\Phi(d_{ij},s_i^2+s_j^2)$ over all $i$ and $j$, including $i=j$, gives $E_{\rm iso}=2.541243\,g$.

The periodic energy is evaluated in reciprocal space. Inserting the Fourier series of $\psi$ gives

$$
E_{\rm per}=\frac{\pi}{A}\sum_{\mathbf G\ne0}
\frac{|\rho_{\mathbf G}|^2}{G^2},
\qquad
\rho_{\mathbf G}=\sum_i c_i
e^{-i\mathbf G\cdot\mathbf r_i-G^2s_i^2/2}.
$$

The Gaussian factors make the sum converge rapidly; it is carried to at least $16/\ell$ in each component of $\mathbf G$. For $L=12\,\ell$ it gives $3.025611\,g$, which is $0.484367\,g$ above the isolated energy. The three correction terms are

$$
\frac12\ln12=1.242453,
\qquad
\frac{c_0}{2}=-0.655266,
\qquad
\frac{\pi(-9.3675)}{2\times144}=-0.102184,
$$

all in $g$. Their sum is $0.485003\,g$. Subtracting it from the periodic energy gives $2.540607\,g$, which is $0.000636\,g$ below the isolated value.

The quartic term accounts for nearly all of this remainder. For round Gaussians the moments $M_n$ are those of point charges at the centres, because the average of the harmonic function $z^n$ over a circle equals its value at the centre. The quartic energy can then be written as a sum over the three pairs,

$$
\Delta E_4=\frac{a_4}{L^4}\sum_{i<j}c_ic_j
\operatorname{Re}(z_i-z_j)^4 .
$$

The pairs 12, 13 and 23 contribute $-20.399$, $-1.920$ and $5.578$ to the sum, in units of $e^2\ell^4$. Their total is $-16.741$, and division by $12^4=20736$ and multiplication by $a_4$ give $\Delta E_4=-0.000636\,g$.

The same calculation in other cells, with the density kept fixed, gives the errors below. Each entry is the periodic energy minus the isolated energy and minus the stated terms. Two terms means the logarithm and the constant; the third is the area term and the fourth is $\Delta E_4$.

| $L$ ($\ell$) | two terms ($g$) | three terms ($g$) | four terms ($g$) |
|---:|---:|---:|---:|
| 8 | $-0.233$ | $-3.22\times10^{-3}$ | $-1.48\times10^{-6}$ |
| 12 | $-0.103$ | $-6.36\times10^{-4}$ | $-5.77\times10^{-8}$ |
| 16 | $-0.0577$ | $-2.01\times10^{-4}$ | $-5.77\times10^{-9}$ |
| 24 | $-0.0256$ | $-3.98\times10^{-5}$ | $-2.25\times10^{-10}$ |

From $L=12\,\ell$ to $24\,\ell$ the error after three terms falls by a factor 16.00, and that after four terms by 255.9. The powers $L^{-4}$ and $L^{-8}$ predict 16 and 256.

The role of the boundary can be seen with a neutral pair: charges $+1$ and $-1$ at $(0.6,0.3)\,\ell$ and $(-0.5,-0.2)\,\ell$, both of width $0.5\,\ell$, in cells of side $8\,\ell$. The dipole is $(1.1,0.5)\,e\ell$, with $p^2=1.46\,e^2\ell^2$. The periodic energy minus the isolated energy is $-0.035778\,g$. A direct sum over images within 150 cell sides of the central cell, where the distant Gaussians may be replaced by point charges, gives $+0.000056\,g$. The difference is $0.035834\,g$, equal to $\pi p^2/(2A)=1.46\pi/128\,g$ to the digits shown.

For the relaxation, return to the three charges and let the negative one move along $x$, held by a spring of constant $6\,g/\ell^2$ anchored at $x=-0.9\,\ell$. Minimizing the isolated energy numerically puts it at $x_0=-0.5925\,\ell$; finite differences there give $K=5.98\,g/\ell^2$. Moving a charge $c$ changes $Q$ at the rate $2cx$ and $p_x$ at the rate $c$, so

$$
\frac{dS}{dx}=2c(qx-p_x).
$$

At $x_0$ the dipole component is $p_x=1.60+0.05+1.5\times0.5925=2.539\,e\ell$, and the slope is $-3(-0.5925-2.539)=9.39\,e^2\ell$. For $L=40\,\ell$ this gives $F=9.39\pi/3200=0.00922\,g/\ell$ and a predicted relaxation energy of $-7.11\times10^{-6}\,g$. Minimization in the periodic cell gives $-7.12\times10^{-6}\,g$ relative to the charge held at $x_0$. For $L=20\,\ell$ the prediction is $-1.137\times10^{-4}\,g$ and the minimized value $-1.148\times10^{-4}\,g$. The prediction is thus too small in magnitude by about 0.9 and 0.2 per cent of the minimized values at the smaller and larger cell.

In three dimensions, the logarithmic law belongs to parallel, uniformly charged lines. By Gauss's law a line with charge $\lambda$ per unit length in vacuum has the field $\lambda/(2\pi\varepsilon_0r)$, so $g=\lambda_0^2/(2\pi\varepsilon_0)$ is an energy per unit length when line charges are measured in units of $\lambda_0$. The formula then applies to a square array of such lines with a uniform compensating background. It does not apply to point charges confined to a thin sheet in vacuum: their field spreads into the third dimension, and their interaction approaches $1/r$ at large separation. If the sheet is polarizable, the interaction is nearly logarithmic at separations well below the screening length of the sheet, but this does not extend to large cells.

For two configurations with the same $q$ in the same cell, the logarithm and the constant cancel in the energy difference, leaving $\pi(S_2-S_1)/(2A)$ at leading order. Between configurations with different $q^2$ they do not cancel, and the isolated energy difference retains its dependence on the length unit $\ell$.
